\section*{Closed dielectric function of broadened Wannier excitons and its causality, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the pair equation to the closed form}

Hartree atomic units are used, so that $\hbar$, the electron mass and the elementary charge are one, and the Coulomb energy of two unit charges at distance $r$ in vacuum is $1/r$. The photon energy is $E$. Fields vary as $e^{-iEt}$, so a causal response function is analytic in the upper half of the complex energy plane. The crystal has one isotropic conduction band and one isotropic valence band, both parabolic, with gap $E_g$ at $\mathbf k=0$ and reduced mass $\mu$. The electron and the hole attract each other through a static screening constant $\epsilon_b$. The exciton radius and the exciton Rydberg are
\begin{equation}
a=\frac{\epsilon_b}{\mu},\qquad R=\frac{\mu}{2\epsilon_b^2}=\frac{1}{2\mu a^2},
\label{eq:scales}
\end{equation}
and $R<E_g$ is assumed. The momentum matrix element between the bands, taken along the field, is a constant $p$. Damping enters through one half width $\Gamma>0$ and the complex energy $z=E+i\Gamma$. Square roots and logarithms have their principal values, $\psi$ is the digamma function, and $\gamma$ is Euler's constant.

In a crystal of volume $V$, a pair state $n$ has amplitudes $A_{\mathbf k}$ for an electron in the conduction band and a hole in the valence band at the same wave vector. Three approximations are made in the Bethe--Salpeter equation. The coupling between resonant and antiresonant pairs is dropped, the electron--hole exchange is dropped, and the overlaps of the periodic parts of the Bloch functions in the direct attraction are set to one. The last step is justified when the exciton extends over many lattice cells, because its amplitudes are then confined to a small range of wave vectors, over which the periodic parts hardly change. The equation becomes
\begin{equation}
\Big(E_g+\frac{k^2}{2\mu}\Big)A_{\mathbf k}-\frac1V\sum_{\mathbf k'}\frac{4\pi}{\epsilon_b|\mathbf k-\mathbf k'|^2}A_{\mathbf k'}=E_nA_{\mathbf k}.
\end{equation}
Define the envelope $\phi_n(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, with the wave vectors extended to infinity. It is normalized to one if $\sum_{\mathbf k}|A_{\mathbf k}|^2=1$. The factor $k^2$ turns into $-\nabla^2$, and the convolution turns into a product with the Fourier transform of $4\pi/(\epsilon_bq^2)$, which is $1/(\epsilon_br)$. Hence
\begin{equation}
H\phi_n=E_n\phi_n,\qquad H=E_g-\frac{\nabla^2}{2\mu}-\frac{1}{\epsilon_br}.
\label{eq:wannier}
\end{equation}
This is the Wannier equation, a hydrogen problem with energies counted from the ground state of the crystal.

The absorption follows from the golden rule. Write the vector potential divided by the speed of light as $\mathcal A_0\cos Et$. The field amplitude is then $F_0=E\mathcal A_0$, and the coupling is $\mathcal A_0\cos Et$ times the total momentum along the field. Half of the cosine drives absorption, so the rate into state $n$ is $2\pi|\mathcal A_0P_n/2|^2\delta(E-E_n)$, where $P_n$ is the matrix element from the ground state. Multiplication by $E/V$ gives the absorbed power per volume,
\begin{equation}
\frac{\pi F_0^2}{2EV}\sum_n|P_n|^2\delta(E-E_n).
\end{equation}
In terms of the imaginary part $\varepsilon_2$ of the dielectric function, the same power is $E\varepsilon_2F_0^2/(8\pi)$, because the real conductivity is $E\varepsilon_2/(4\pi)$ and the time average supplies one half. Equating the two gives
\begin{equation}
\varepsilon_2(E)=\frac{4\pi^2}{E^2V}\sum_n|P_n|^2\delta(E-E_n).
\end{equation}
The spin singlet is the normalized sum of two spin configurations, which gives a factor $\sqrt2$ in the amplitude. With constant $p$, therefore,
\begin{equation}
|P_n|^2=2p^2\Big|\sum_{\mathbf k}A_{\mathbf k}\Big|^2=2p^2V|\phi_n(0)|^2,
\end{equation}
where $p^2$ denotes $|p|^2$. The absorption of the undamped system is
\begin{equation}
\varepsilon_2(E)=\frac{8\pi^2p^2}{E^2}\sum_n|\phi_n(0)|^2\delta(E-E_n),\qquad E>0.
\label{eq:elliott}
\end{equation}
The sum includes an integral over the continuum. Light creates the electron and the hole at the same place in the envelope description, and this is why the probability density at zero separation appears.

A line at $E_n$ with area $w_n=8\pi^2p^2|\phi_n(0)|^2/E_n^2$ must be completed to a causal response. The response to a real field is real in time, so $\varepsilon_2$ is odd in $E$ and the line has a partner of opposite sign at $-E_n$. Since $\operatorname{Im}(E_n-E-i0)^{-1}=\pi\delta(E-E_n)$ and $\operatorname{Im}(E_n+E+i0)^{-1}=-\pi\delta(E+E_n)$, the causal function with these two lines that vanishes at high energy is
\begin{equation}
\frac{w_n}{\pi}\Big(\frac1{E_n-z}+\frac1{E_n+z}\Big)=\frac{w_n}{\pi}\,\frac{2E_n}{E_n^2-z^2},\qquad z=E+i0.
\label{eq:oneline}
\end{equation}
Damping is introduced by replacing $i0$ with $i\Gamma$ in this whole expression. Summation over the states gives
\begin{equation}
\varepsilon-1=8\pi p^2\sum_n|\phi_n(0)|^2\frac{2}{E_n(E_n^2-z^2)}.
\label{eq:sum}
\end{equation}
The one on the left stands for the vacuum. Other transitions of the crystal are not part of this $\varepsilon$, although they contribute to the screening constant $\epsilon_b$, which is an input.

To sum \eqref{eq:sum}, separate the energies by partial fractions. The combination
\begin{equation}
\frac1{E_n-z}+\frac1{E_n+z}-\frac2{E_n}
=\frac{2E_n^2-2(E_n^2-z^2)}{E_n(E_n^2-z^2)}
=\frac{2z^2}{E_n(E_n^2-z^2)}
\end{equation}
is $z^2$ times the factor in the sum. Therefore
\begin{equation}
\varepsilon-1=\frac{8\pi p^2}{z^2}\sum_n|\phi_n(0)|^2
\Big(\frac1{E_n-z}+\frac1{E_n+z}-\frac2{E_n}\Big).
\label{eq:three}
\end{equation}
At high energy the density of pair states at zero separation grows as $\sqrt{E_n}$. Each of the three sums alone then diverges, like $\int dE_n\,E_n^{-1/2}$. The combination falls off as $E_n^{-3}$ and converges. The three terms must therefore be kept together until their common divergent part has been removed.

For this purpose the two particles are first held at a small separation $r$. Define the Green function
\begin{equation}
G(r;z)=\sum_n\frac{\phi_n(\mathbf r)\phi_n^*(0)}{E_n-z},\qquad (H-z)G=\delta(\mathbf r).
\end{equation}
In the combination $G(r;z)+G(r;-z)-2G(r;0)$ the sum over states converges uniformly in $r$. This follows from the Cauchy--Schwarz inequality, since the density of states at separation $r$ also grows as $\sqrt{E_n}$. The limit $r\to0$ may thus be taken after the summation, and it gives the sum in \eqref{eq:three}.

Because the source is at the origin, $G$ is spherically symmetric. Put
\begin{equation}
G(r;z)=\frac{\mu}{2\pi}\frac{u(r)}{r},\qquad u(0)=1,
\label{eq:green}
\end{equation}
with $u$ decaying at large $r$. The prefactor follows from $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$: the kinetic term acting on $\mu/(2\pi r)$ gives $(1/2\mu)(\mu/2\pi)4\pi\delta(\mathbf r)=\delta(\mathbf r)$. Away from the origin, multiplication of the radial equation by $2\mu$ gives
\begin{equation}
u''=\Big[2\mu(E_g-z)-\frac{2}{ar}\Big]u.
\label{eq:radial}
\end{equation}
Now define
\begin{equation}
\xi(z)=\sqrt{\frac{R}{E_g-z}},\qquad x=\frac{2r}{\xi a}.
\end{equation}
Since $2\mu R=1/a^2$, the first term in the bracket is $1/(a\xi)^2$. With $d^2/dr^2=(4/\xi^2a^2)\,d^2/dx^2$, equation \eqref{eq:radial} becomes
\begin{equation}
\frac{d^2u}{dx^2}+\Big(-\frac14+\frac{\xi}{x}\Big)u=0,
\label{eq:whittaker}
\end{equation}
which is Whittaker's equation. For $z$ off the cut $z\ge E_g$, the real part of $1/\xi$ is positive, so the solution that behaves as $e^{-x/2}$ is the decaying one.

For $0<\operatorname{Re}\xi<1$ this solution has the integral form
\begin{equation}
u=x\,e^{-x/2}F(x),\qquad F(x)=\int_0^\infty e^{-xt}h(t)\,dt,\qquad h=\Big(1+\frac1t\Big)^{\xi}.
\label{eq:integral}
\end{equation}
To check it, insert $u=xe^{-x/2}F$ in \eqref{eq:whittaker}. The condition on $F$ is
\begin{equation}
xF''+(2-x)F'-(1-\xi)F=0.
\end{equation}
Under the integral, the left side has the factor $x(t^2+t)-2t-(1-\xi)$. Write $xe^{-xt}=-d(e^{-xt})/dt$ and integrate the first part by parts. The boundary terms vanish, because $t(1+t)h$ behaves as $t^{1-\xi}$ at small $t$. The derivative that remains is
\begin{equation}
\frac{d}{dt}\big[t^{1-\xi}(1+t)^{1+\xi}\big]
=h\,[(1-\xi)(1+t)+(1+\xi)t]=h\,[(1-\xi)+2t],
\end{equation}
and it cancels the other two parts. (For real positive $x$ the integral converges as written; for complex $x$ with positive real part it does so too.)

The behaviour at small $x$ is found by removing from $h$ its slowly decaying parts. Write $h=1+\xi/(1+t)+[h-1-\xi/(1+t)]$. The first part integrates to $1/x$. The second gives $\xi e^xE_1(x)$, where $E_1$ is the exponential integral, and this tends to $-\xi(\ln x+\gamma)$. In the third part the exponential may be replaced by one, and there remains
\begin{equation}
C=\int_0^\infty\Big[h-1-\frac{\xi}{1+t}\Big]dt
=\int_0^1\frac{s^{-\xi}-1-\xi(1-s)}{(1-s)^2}\,ds,
\end{equation}
where $s=t/(1+t)$. Integrate by parts with $s/(1-s)$ as the antiderivative of $(1-s)^{-2}$. The numerator vanishes quadratically at $s=1$, and $s^{1-\xi}$ vanishes at $s=0$, so there are no boundary terms:
\begin{equation}
C=\xi\int_0^1\frac{s^{-\xi}-s}{1-s}\,ds
=\xi\Big[1-\int_0^1\frac{1-s^{-\xi}}{1-s}\,ds\Big]
=\xi[1-\gamma-\psi(1-\xi)].
\end{equation}
The last integral is $\psi(1-\xi)+\gamma$: expanding $1/(1-s)$ in powers of $s$ turns it into the defining series $\sum_{m\ge1}[1/m-1/(m-\xi)]$.

Collecting the parts gives $xF=1-\xi x[\ln x+\psi(1-\xi)+2\gamma-1]$ to first order. The factor $e^{-x/2}$ contributes a further $-x/2$, so that
\begin{equation}
u=1-\xi x\Big[\ln x+\psi(1-\xi)+2\gamma-1+\frac1{2\xi}\Big]+\dots
\label{eq:expansion}
\end{equation}
This confirms $u(0)=1$. The coefficient of $x$ in the normalized decaying solution is a meromorphic function of $\xi$, so the result continues to $\operatorname{Re}\xi\ge1$. The expansion was tested against the Whittaker function on both sides of $\operatorname{Re}\xi=1$.

Now $\xi x=2r/a$ does not depend on $z$, while $\ln x=\ln(2r/a)-\ln\xi$. Insertion in \eqref{eq:green} gives, as $r\to0$,
\begin{equation}
G=\frac{\mu}{2\pi r}-\frac{\mu}{\pi a}\Big[\ln\frac{2r}{a}+2\gamma-1\Big]+\frac{\mu}{2\pi a}\,g(\xi(z)),
\label{eq:greg}
\end{equation}
with
\begin{equation}
g(\xi)=2\ln\xi-2\psi(1-\xi)-\frac1\xi.
\label{eq:g}
\end{equation}
The first two terms in \eqref{eq:greg} carry the divergence. They are the same for every $z$ and cancel in the combination with weights $1$, $1$ and $-2$. The prefactor of what remains is
\begin{equation}
8\pi p^2\,\frac{\mu}{2\pi a}=4\mu p^2\sqrt{2\mu R}=A\sqrt R,\qquad A=2(2\mu)^{3/2}p^2,
\end{equation}
and the dielectric function is
\begin{equation}
\varepsilon(E)=1+\frac{A\sqrt R}{z^2}\big[g(\xi(z))+g(\xi(-z))-2g(\xi(0))\big],\quad z=E+i\Gamma.
\label{eq:tanguy}
\end{equation}
This is Tanguy's formula. The reflection rule $\psi(1-\xi)=\psi(\xi)+\pi\cot\pi\xi$ puts $g$ in the equivalent form $2\ln\xi-2\pi\cot\pi\xi-2\psi(\xi)-1/\xi$.

The sum over bound and continuum pair states has now been carried out, giving the damped dielectric function in the closed form \eqref{eq:tanguy}. It remains to read the spectrum from this formula, to establish its causality, and to examine a worked example and the limits of the model.
